\section*{Half-Value Surface Heating at the Straight Edge of a Laser-Lit Half-Plane, part 1}

(Sections cited here and not found follow in the second part.)

\section{The half-value theorem}

\subsection{What symmetry and dimensions fix}

Let a laser heat the half-plane \(x>0\) of a flat surface uniformly and leave \(x<0\) dark. Consider first a homogeneous solid with an otherwise insulated surface and a constant absorbed flux \(I\), switched on at \(t=0\). The surface temperature rise \(u\) can depend on \(I\), the conductivity \(k\), the diffusivity \(D\), the time \(t\) and the position \(x\). The only length made from \(D\) and \(t\) is, up to a factor, \(\ell=\sqrt{4Dt}\), and \(I\ell/k\) is a temperature. Since linear conduction makes \(u\) proportional to \(I\), the answer has the form
\begin{equation}
u(x,t)=U(t)\,f(x/\ell),\qquad U(t)\propto \frac{I\ell}{k},
\end{equation}
where \(U\) is the rise under uniform illumination. The edge ratio \(f(0)\) is therefore a pure number, independent of flux, material and time.

Symmetry gives the number. Lighting the left half instead of the right half produces the mirror image of the first temperature field. Lighting both halves produces \(U\). Hence \(f(s)+f(-s)=1\), and at the edge \(f(0)=1/2\).

This argument uses the uniqueness of the solution, and it identifies the uniform-illumination value with the value far inside the lit half. Both points are proved below, for a wider class of solids than the homogeneous one.

\subsection{The problem and its conventions}

The solid fills \(z>0\), with \(z\) measured inward from the surface. The temperature is \(T=T_0+u\), with uniform initial temperature \(T_0\), so \(u=0\) at \(t=0\). The heat capacity per volume is \(C(z)\) and the conductivity is \(k(z)\). Both are positive and bounded, may vary with depth, and do not depend on \(x\), \(y\) or temperature. The diffusivity \(D=k/C\) has an upper bound \(D_{\max}\).

Let \(a(x)\) be the illumination pattern: one in full light and zero in the dark. The model is
\begin{align}
C\,\partial_t u&=\nabla\cdot(k\nabla u)+q(z,t)\,a(x), && z>0, \label{eq:heat}\\
-k\,\partial_z u&=I(t)\,a(x)-hu, && z=0. \label{eq:surface}
\end{align}
The left side of \eqref{eq:surface} is the heat flux into the solid. It equals the flux absorbed at the surface, \(I(t)\ge0\), less a linear surface loss with coefficient \(h\ge0\). The term \(q(z,t)\ge0\) allows light to be absorbed below the surface. It is zero if all absorption takes place at \(z=0\). The pulse shape is arbitrary, provided that the sources are bounded.

Temperature rises are taken to be bounded over every finite time interval. Their gradients are taken to be square-integrable when weighted by the decaying function \(\varphi\) introduced below. If layers meet at some depth, temperature and normal heat flux are continuous there.

Three solutions are needed:
\begin{equation}
\begin{aligned}
u_R&:\ a=1 \text{ for } x>0,\quad a=0\text{ for }x<0,\\
u_L&:\ a=0 \text{ for } x>0,\quad a=1\text{ for }x<0,\\
U&:\ a=1 \text{ everywhere}.
\end{aligned}
\end{equation}
The value assigned to \(a\) on the line \(x=0\) is irrelevant, because a line has no area and receives no power. The phrase ``deep interior'' means far from the edge inside the lit region. It does not mean deep below the surface.

The theorem is that, at every finite time and every depth,
\begin{equation}
u_R(0,z,t)=\frac12\lim_{x\to\infty}u_R(x,z,t). \label{eq:theorem}
\end{equation}

\subsection{A comparison lemma}

The proof needs one tool: non-negative data produce a non-negative solution. Let \(\Omega\) be either the whole solid or its dark part \(x<0\), \(z>0\). Suppose that \(w\) satisfies
\begin{equation}
C\partial_t w\ge\nabla\cdot(k\nabla w)\ \text{in }\Omega,
\qquad -k\partial_z w=g-hw\ \text{at }z=0,
\label{eq:lemma}
\end{equation}
with \(g\ge0\), that \(w\ge0\) initially, and that \(w\ge0\) on the plane \(x=0\) if this plane bounds \(\Omega\). Then \(w\ge0\) at all later times.

To prove this, let \(n=\max(-w,0)\) measure how far \(w\) falls below zero. Wherever \(n>0\), we have \(w=-n\). Choose a length \(L\) and the weight
\begin{equation}
\varphi=\exp\!\left[-\frac{|x|+|y|+z}{L}\right],
\qquad |\nabla\varphi|^2=\frac{3\varphi^2}{L^2}.
\end{equation}
The factor 3 comes from the three coordinates, each contributing \(\varphi^2/L^2\). The weight makes integrals over the infinite solid finite. Define
\begin{equation}
E(t)=\frac12\int_\Omega C n^2\varphi\,dV .
\end{equation}

Multiply the inequality in \eqref{eq:lemma} by \(n\varphi\ge0\) and integrate. On the left, \(n\,\partial_t w=-n\,\partial_t n\), which gives \(-dE/dt\). On the right, integrate by parts. The outward normal at \(z=0\) points along \(-z\), so the surface contributes \(n\varphi(-k\partial_z w)=n\varphi(g+hn)\), because \(w=-n\) where \(n>0\). On \(x=0\), when it is a boundary, \(n=0\). The contribution from a distant closing surface vanishes along a suitable sequence of growing surfaces, because \(\varphi n|\nabla w|\) has a finite volume integral. Therefore
\begin{equation}
-\frac{dE}{dt}\ge
\int_{z=0}\! n\varphi(g+hn)\,dA
-\int_\Omega k\nabla w\cdot\nabla(n\varphi)\,dV .
\end{equation}
The surface integral is non-negative and may be dropped. Inserting \(\nabla w=-\nabla n\) and expanding \(\nabla(n\varphi)=\varphi\nabla n+n\nabla\varphi\), then changing the overall sign, gives
\begin{equation}
\frac{dE}{dt}\le
-\int_\Omega k\varphi|\nabla n|^2dV
-\int_\Omega kn\,\nabla n\cdot\nabla\varphi\,dV .
\label{eq:energy}
\end{equation}
The last term has no definite sign. It is controlled by \(|AB|\le A^2+B^2/4\), which follows from \((|A|-|B|/2)^2\ge0\). With \(A=\sqrt{\varphi}\,|\nabla n|\) and \(B=n|\nabla\varphi|/\sqrt{\varphi}\),
\begin{equation}
|n\nabla n\cdot\nabla\varphi|
\le \varphi|\nabla n|^2+\frac{n^2|\nabla\varphi|^2}{4\varphi}
=\varphi|\nabla n|^2+\frac{3n^2\varphi}{4L^2}.
\end{equation}
The gradient terms cancel in \eqref{eq:energy}. Using \(k\le D_{\max}C\) and \(\int Cn^2\varphi\,dV=2E\),
\begin{equation}
\frac{dE}{dt}\le\frac{3}{4L^2}\int_\Omega kn^2\varphi\,dV
\le\frac{3D_{\max}}{2L^2}E .
\end{equation}
Thus \(E(t)\exp[-3D_{\max}t/(2L^2)]\) cannot increase. It starts at zero and cannot be negative, so it remains zero. Hence \(n=0\) and \(w\ge0\).

Two consequences are used repeatedly. First, the solution is unique: if two solutions have the same data, the lemma applies both to their difference and to its negative, so the difference is zero. Second, adding light cannot lower the temperature anywhere in this model.

\subsection{Superposition and mirror symmetry}

Add the equations for \(u_R\) and \(u_L\). Every term is linear, and the two illumination patterns add to one. The sum obeys the equations and initial condition of \(U\), so uniqueness gives
\begin{equation}
u_R(x,z,t)+u_L(x,z,t)=U(z,t). \label{eq:super}
\end{equation}
The right side has no \(x\) or \(y\) dependence. Moving the uniformly lit solid sideways leaves its equations unchanged, so uniqueness makes the moved and unmoved solutions equal. In the same way, \(u_R\) and \(u_L\) do not depend on \(y\).

Now replace \(x\) by \(-x\) in \(u_R\). The second derivative in \(x\) keeps its sign, and \(k\), \(C\), \(h\), \(q\) and \(I\) are unchanged. The lit and dark halves are exchanged. The reflected function therefore solves the left-lit problem, and uniqueness gives
\begin{equation}
u_L(x,z,t)=u_R(-x,z,t). \label{eq:mirror}
\end{equation}
Substitution into \eqref{eq:super} yields
\begin{equation}
u_R(x,z,t)+u_R(-x,z,t)=U(z,t). \label{eq:pair}
\end{equation}
At \(x=0\) the two terms are the same number, so
\begin{equation}
u_R(0,z,t)=\tfrac12U(z,t). \label{eq:half}
\end{equation}

Equation \eqref{eq:pair} says more than its value at the edge. The heating missing at distance \(x\) inside the lit region equals the heating present at distance \(x\) inside the dark region. A temperature profile measured on one side fixes the other side once \(U\) is known.

\subsection{Why the deep interior reaches the uniform value}

It remains to show that \(u_R(-X,z,t)\) vanishes as \(X\to\infty\). Fix the final time \(t\), and let \(M\) be the least upper bound of \(U(z,t')\) over all depths and all \(0\le t'\le t\). In the dark part \(x<0\), compare \(u_R\) with
\begin{equation}
v(x,t')=\frac M2\exp\!\left(\frac{x}{L}+\frac{D_{\max}t'}{L^2}\right).
\end{equation}
This function satisfies
\begin{equation}
C\partial_{t'}v=\frac{CD_{\max}}{L^2}v\ge\frac{k}{L^2}v
=\nabla\cdot(k\nabla v).
\end{equation}
The last equality holds because \(k\) depends on \(z\) alone and \(v\) does not depend on \(z\).

Set \(w=v-u_R\). There is no light for \(x<0\), so \(w\) obeys the inequality in \eqref{eq:lemma}. At the surface, \(-k\partial_zv=0\) and \(-k\partial_zu_R=-hu_R\). Their difference is \(hu_R=hv-hw\), so \(g=hv\ge0\). Initially \(w=v\ge0\). On \(x=0\), equation \eqref{eq:half} gives \(u_R=U/2\le M/2\le v\). All conditions of the lemma hold, and hence \(u_R\le v\).

At \(x=-X\) and \(t'=t\), write \(p=1/L\). The exponent is \(-Xp+D_{\max}tp^2\). Its derivative \(-X+2D_{\max}tp\) vanishes at \(p=X/(2D_{\max}t)\), where the exponent equals \(-X^2/(4D_{\max}t)\). This choice gives the tightest bound of the family:
\begin{equation}
0\le u_R(-X,z,t)\le
\frac M2\exp\!\left(-\frac{X^2}{4D_{\max}t}\right). \label{eq:bound}
\end{equation}
By \eqref{eq:pair}, the same quantity is \(U(z,t)-u_R(X,z,t)\). It tends to zero as \(X\to\infty\) at fixed \(t\). Therefore \(u_R(X,z,t)\to U(z,t)\), and \eqref{eq:half} becomes the theorem \eqref{eq:theorem}.

The bound is measured against the largest rise so far, not against the present rise. Late in the cooling stage \(U\) may be much smaller than \(M\), and a correspondingly larger distance is needed to guarantee a given fractional accuracy.

\subsection{Consequences for illuminated fields}

The temperature rise is halved. The absolute temperature at the edge is \(T_0+U/2\), which exceeds half of \(T_0+U\) whenever \(T_0>0\). If two abutting fields are lit simultaneously, their rises at the seam add to \(U\). If they are lit one after the other, with complete cooling between them, the seam reaches half the interior rise on each occasion. Two such heatings do not make one heating of full height.

A real field also has a far edge. For a strip \(0<x<W\), subtract the half-plane beginning at \(W\) from the half-plane beginning at zero:
\begin{equation}
u_{\rm strip}(x,z,t)=u_R(x,z,t)-u_R(x-W,z,t). \label{eq:strip}
\end{equation}
At one edge this is \(U/2-u_R(-W)\). At the centre, \eqref{eq:pair} turns \(u_R(W/2)-u_R(-W/2)\) into \(U-2u_R(-W/2)\). The half-value rule thus requires the strip to be wide enough for both corrections to be small.

A smooth edge can keep the result. If \(a(x)+a(-x)=1\), the pattern and its mirror image again add to uniform light, and the rise at \(x=0\) is \(U/2\). If also \(0\le a\le1\) and \(a=1\) beyond some distance \(b\), the missing light is no more than that of a dark half-plane ending at \(b\). The lemma and \eqref{eq:bound} then show that the deep interior still tends to \(U\).

The hypotheses have separate roles. Linearity permits the addition in \eqref{eq:super}. Equal properties on the two sides permit the reflection in \eqref{eq:mirror}. Finite time and bounded diffusivity make the far influence of the edge vanish. Depth-dependent layers, linear surface loss and a time-dependent pulse violate none of these conditions.

\section{Surface profile, niobium example and limits}

\subsection{Symbols and results carried over}

The solid fills \(z>0\) and is lit for \(x>0\). Its temperature rise is \(u_R(x,z,t)\), and \(U(z,t)\) is the rise under uniform light. The conductivity is \(k\), the heat capacity per volume is \(C\), and \(D=k/C\). The first half established
\begin{equation}
u_R(x)+u_R(-x)=U,\qquad u_R(0)=\tfrac12U,\qquad
\lim_{x\to\infty}u_R(x)=U, \label{eq:recall}
\end{equation}
at fixed depth and time, for linear conduction in a laterally uniform solid. The explicit profile below adds three restrictions: the solid is homogeneous, the absorbed flux \(I\) is constant and enters at the surface, and there is no surface loss. We use \(\ell=\sqrt{4Dt}\) and \(s=x/\ell\).

\subsection{The surface profile}

In one dimension, a unit amount of heat released at the origin spreads according to
\begin{equation}
G(x,\tau)=\frac{e^{-x^2/(4D\tau)}}{\sqrt{4\pi D\tau}} .
\end{equation}
Its integral is one, and differentiation confirms the diffusion equation:
\begin{equation}
\partial_\tau G=\left(\frac{x^2}{4D\tau^2}-\frac1{2\tau}\right)G
=D\,\partial_x^2G .
\end{equation}
For heat released at the surface, the depth factor is \(2G(z,\tau)\). The factor 2 restores unit heat in the half-space \(z>0\), and the zero slope at \(z=0\) satisfies the insulated surface condition. The product \(2G(z,\tau)G(x-x',\tau)\) solves the two-dimensional equation because the time derivative acts on each factor in turn.

During \(d\tau\), the lit surface receives heat \(I\,d\tau\) per area. A time \(\tau\) later, its contribution to the surface rise is
\begin{equation}
du_R=\frac{I\,d\tau}{C\sqrt{\pi D\tau}}
\int_0^\infty G(x-x',\tau)\,dx'.
\end{equation}
Substituting \(r=(x'-x)/\sqrt{4D\tau}\) turns the integral into
\begin{equation}
\frac1{\sqrt\pi}\int_{-x/\sqrt{4D\tau}}^\infty e^{-r^2}dr
=\frac12\left[1+\operatorname{erf}\frac{x}{\sqrt{4D\tau}}\right].
\end{equation}
Deep inside the lit region this factor is one. Using \(C=k/D\),
\begin{equation}
U(0,t)=\int_0^t\frac{I\,d\tau}{C\sqrt{\pi D\tau}}
=\frac{2I}{k}\sqrt{\frac{Dt}{\pi}}
=\frac{I\ell}{k\sqrt\pi}. \label{eq:U}
\end{equation}

For general \(x\), put \(\tau=tp^2\). Then \(d\tau/\sqrt\tau=2\sqrt t\,dp\), and
\begin{equation}
f(s)\equiv\frac{u_R(x,0,t)}{U(0,t)}
=\frac12\left[1+\int_0^1\operatorname{erf}\!\left(\frac sp\right)dp\right].
\end{equation}
For \(s>0\), integration by parts gives
\begin{equation}
\int_0^1\operatorname{erf}\!\left(\frac sp\right)dp
=\operatorname{erf}s+\frac{2s}{\sqrt\pi}
\int_0^1\frac{e^{-s^2/p^2}}p\,dp .
\end{equation}
With \(w=s^2/p^2\), \(dp/p=-dw/(2w)\). The last integral is \(E_1(s^2)/2\), where \(E_1(w)=\int_w^\infty e^{-r}dr/r\). Hence
\begin{equation}
f(s)=\frac12\left[1+\operatorname{erf}s+
\frac{s}{\sqrt\pi}E_1(s^2)\right]. \label{eq:f}
\end{equation}
The integral is odd in \(s\), as is \eqref{eq:f} after subtraction of \(1/2\), so the formula also holds for \(s<0\). Its limiting value at \(s=0\) is \(1/2\).

Direct quadrature over point sources in the lit half-plane at \(s=-0.7\), \(0.3\) and \(1.0\) tested this profile. The largest difference was \(1.7\times10^{-13}\), relative to the interior rise.

We have proved that the temperature rise at the edge is half the deep-interior rise for linear conduction in a laterally uniform solid, and found the full surface profile for a homogeneous solid under constant flux without surface loss. What remains is to examine that profile near and far from the edge, apply it to niobium, test the theorem numerically, and see how temperature-dependent properties and mask diffraction change the ratio.
